\section*{Equilibrium Partition Coefficient of a Dilute Dopant from Excess Chemical Potentials}

\section{What is being compared}

\textbf{Q.} You want to predict how a dopant divides between crystal and melt from computed energies. Before any energies appear, what is the ratio? Concentration has several meanings.

\textbf{A.} It does, and the phases have different densities. Let $A$ be the host and $B$ the dopant, with $s$ for crystal and $l$ for melt. Let $x_B$ be the atom fraction, $c_B$ the number density and $w_B$ the mass fraction. Define, at fixed pressure $P$ and in the limit of vanishing dopant content,
\begin{equation}
k_x=\frac{x_B^s}{x_B^l},\qquad k_c=\frac{c_B^s}{c_B^l},\qquad k_w=\frac{w_B^s}{w_B^l}.
\end{equation}
If $\rho_\alpha$ is the number density of pure host in phase $\alpha$, then $c_B^\alpha=\rho_\alpha x_B^\alpha$ to leading order, so
\begin{equation}
k_c=\frac{\rho_s}{\rho_l}\,k_x .
\label{eq:conv}
\end{equation}
With atomic masses $m_A,m_B$,
\begin{equation}
w_B=\frac{m_Bx_B}{m_Bx_B+m_A(1-x_B)}\simeq\frac{m_B}{m_A}x_B .
\end{equation}
The mass ratio is common to both phases, hence $k_w=k_x$ in the dilute limit. As $x_B\to0$ the coexistence temperature tends to the host melting temperature, so all three ratios belong to that temperature.

\textbf{Q.} And what is assumed about the interface and the dopant?

\textbf{A.} The interface is flat and at equilibrium; a moving front that traps dopant is outside the derivation. Nuclei are classical. The dopant is neutral, sits on host sites in the crystal, and neither dissociates nor pairs. Vacancies and interstitials are neglected. I write $T$ for Boltzmann's constant times temperature, so $T$ is an energy.

\section{The excess chemical potential}

\textbf{Q.} A total-energy calculation has an arbitrary zero. How can it fix a chemical potential?

\textbf{A.} It need not fix an absolute one. In $d$ dimensions the momentum integral of each atom of species $i$ gives $\Lambda_i^{-d}$, with $\Lambda_i=\sqrt{2\pi/(m_iT)}$ in atomic units. Separate that factor and the number density:
\begin{equation}
\mu_i=T\ln(c_i\Lambda_i^d)+\mu_i^{\rm ex}.
\label{eq:def}
\end{equation}
This defines $\mu_i^{\rm ex}$. It holds the effect of the potential energy $U$, which is the Born--Oppenheimer energy, or the electronic free energy if electrons are thermally excited. A constant $\epsilon_B$ added to the energy of every $B$ atom adds $\epsilon_B$ to $\mu_B^{\rm ex}$ in both phases. It cancels, provided both phases use the same functional, pseudopotentials and equivalent numerical convergence.

Equality of $\mu_B$ in the two phases now reads
\begin{equation}
T\ln(c_B^s\Lambda_B^d)+\mu_B^{{\rm ex},s}
=T\ln(c_B^l\Lambda_B^d)+\mu_B^{{\rm ex},l}.
\end{equation}
The factors $\Lambda_B^d$ cancel. Collecting the logarithms and using Eq.~\eqref{eq:conv},
\begin{equation}
k_c=e^{-(\mu_B^{{\rm ex},s}-\mu_B^{{\rm ex},l})/T},
\qquad
k_x=\frac{\rho_l}{\rho_s}\,k_c .
\label{eq:main}
\end{equation}
The density factor follows from the number density in Eq.~\eqref{eq:def}. An excess defined relative to $T\ln x_B$ would already contain it.

\textbf{Q.} How is $\mu_B^{\rm ex}$ obtained in the melt?

\textbf{A.} One route is insertion. Adding the $N_B$th dopant at fixed pressure multiplies the partition function by
\begin{equation}
e^{-\mu_B/T}=\frac{\langle Ve^{-\Delta U/T}\rangle}{N_B\Lambda_B^d}.
\end{equation}
Here $\Delta U$ is the energy change at a uniformly random position, $V$ is the volume, and $1/N_B$ comes from the ratio of factorials for identical atoms. Since $c_B=N_B/\langle V\rangle$, comparison with Eq.~\eqref{eq:def} gives
\begin{equation}
e^{-\mu_B^{\rm ex}/T}=\frac{\langle Ve^{-\Delta U/T}\rangle}{\langle V\rangle}.
\label{eq:insert}
\end{equation}

\textbf{Q.} Then do the same in the crystal.

\textbf{A.} In a crystal without vacancies, a random insertion puts $B$ between occupied sites. That samples an interstitial, whereas we need a $B$ on a site. The remedy is to convert an $A$ into a $B$ and to count sites correctly.

\section{Substitution and the added site}

\textbf{Q.} Converting an atom gives $\mu_B-\mu_A$. You asked for $\mu_B$.

\textbf{A.} The host supplies the missing part. Let $g$ be the configurational Gibbs energy of converting one designated $A$ into $B$. With $N=N_A+N_B$ atoms and non-interacting dopants, the conversions contribute $N_Bg$, the momentum factors contribute $N_BT\ln(\Lambda_B^d/\Lambda_A^d)$, and there are $N!/(N_A!N_B!)$ assignments of species. Stirling's formula gives
\begin{equation}
\begin{aligned}
G={}&N\mu_A^0+N_B\left[g+T\ln\frac{\Lambda_B^d}{\Lambda_A^d}\right]\\
&+T\left[N_A\ln N_A+N_B\ln N_B-N\ln N\right],
\end{aligned}
\end{equation}
where $\mu_A^0$ is the pure-host chemical potential. Differentiate with respect to $N_B$ at fixed $N_A$. Then $N$ grows too: the crystal gains a site. The last bracket gives $(\ln N_B+1)-(\ln N+1)=\ln x_B$, so
\begin{equation}
\mu_B=\mu_A^0+g+T\ln\frac{\Lambda_B^d}{\Lambda_A^d}+T\ln x_B .
\label{eq:site}
\end{equation}
For pure host, $\mu_A^0=T\ln(\rho\Lambda_A^d)+\mu_A^{\rm ex}$. Inserting this cancels $\Lambda_A^d$ and leaves
\begin{equation}
\mu_B=T\ln(\rho x_B\Lambda_B^d)+\mu_A^{\rm ex}+g .
\end{equation}
Since $c_B=\rho x_B$,
\begin{equation}
\mu_B^{\rm ex}=\mu_A^{\rm ex}+g
\label{eq:sub}
\end{equation}
in either phase.

\textbf{Q.} So the host's excess chemical potentials are needed as well?

\textbf{A.} Not at host coexistence. There $\mu_A^{0,s}=\mu_A^{0,l}$, and Eq.~\eqref{eq:site} for the two phases gives
\begin{equation}
k_x=e^{-(g_s-g_l)/T}.
\label{eq:g}
\end{equation}
This agrees with Eq.~\eqref{eq:main}, because host coexistence also says
\begin{equation}
\mu_A^{{\rm ex},s}-\mu_A^{{\rm ex},l}=T\ln(\rho_l/\rho_s).
\label{eq:host}
\end{equation}
A useful limit is a dopant with the same potential energy as the host. Then $g_s=g_l=0$ and $k_x=1$, although $\mu_B^{{\rm ex},s}\ne\mu_B^{{\rm ex},l}$ if the densities differ. The ratio $k_c=\rho_s/\rho_l$ then reports only the denser packing of one phase.

\textbf{Q.} How do first-principles energies yield $g$?

\textbf{A.} For the same nuclear positions, calculate $U_A$ with the designated atom as $A$ and $U_B$ with it as $B$. Set $U_\eta=(1-\eta)U_A+\eta U_B$. Differentiating $G_\eta=-T\ln\int e^{-(U_\eta+PV)/T}$, where the integral covers positions and volume, brings down $\partial U_\eta/\partial\eta=U_B-U_A$. Therefore
\begin{equation}
g=\int_0^1\langle U_B-U_A\rangle_\eta\,d\eta .
\end{equation}
The average is taken with energy $U_\eta$, so the surroundings relax around the partly converted atom. Relaxation and vibrational entropy are included through sampling, not added later.

\textbf{Q.} Suppose the simulation keeps the cell volume fixed. Does that give a different $g$?

\textbf{A.} For a finite cell, yes. Let $\delta(v)$ be the conversion free energy at fixed volume per atom $v$. Averaging over the volume fluctuations of the pure host gives
\begin{equation}
e^{-g/T}=\langle e^{-\delta(v)/T}\rangle .
\end{equation}
Away from a phase transition, the variance of $v$ is of order $1/N$. Expanding a smooth $\delta$ about the mean $\bar v$ removes the linear term, so $g=\delta(\bar v)+O(1/N)$. The fixed volume should be that of the pure host at the intended pressure. A change in total volume that stays finite as the cell grows, such as the dopant's own relaxation volume, alters the result only at order $1/N$.

\section{Two changes of reference}

\textbf{Q.} Suppose my computed energies put the host melting point elsewhere, and I run both phases at the wrong temperature.

\textbf{A.} Then the host terms in Eq.~\eqref{eq:site} no longer cancel. Equality of $\mu_B$ alone gives
\begin{equation}
\ln\frac{x_B^s}{x_B^l}=-\frac{g_s-g_l+\mu_A^{0,s}-\mu_A^{0,l}}{T}.
\label{eq:off}
\end{equation}
This is a solute distribution between two nearly pure phases, one of which is metastable. It is not full equilibrium, which also requires equal $\mu_A$. For $k_x$ in the chosen energy model, use that model's own melting temperature.

\textbf{Q.} Could I instead use activity coefficients based on pure $B$?

\textbf{A.} Yes, if you keep track of two pure substances. Write $\mu_B^\alpha=\mu_B^{0,\alpha}+T\ln(\gamma_\alpha x_B^\alpha)$, with pure melt $B$ as reference for $\alpha=l$ and pure crystal $B$ for $\alpha=s$. Equating the two expressions and solving for the ratio gives
\begin{equation}
k_x=\frac{\gamma_l^\infty}{\gamma_s^\infty}
\exp\!\left[\frac{\mu_B^{0,l}-\mu_B^{0,s}}{T}\right].
\label{eq:raoult}
\end{equation}
The superscript $\infty$ means infinite dilution. The exponential is the price of using different references in the two phases. It equals one when pure $B$ happens to melt at the same $T$ and $P$.

\section{A model in which both phases can be solved}

\textbf{Q.} I would like to see numbers in which sampling noise cannot hide a missing factor.

\textbf{A.} Take a one-dimensional model, with hartree and bohr as units. It is not a real material, and its energies merely stand where electronic-structure energies would enter. Neighbours interact through
\begin{equation}
u_{ij}(r)=D_{ij}\{[1-e^{-0.9(r-r_{ij})}]^2-1\}.
\end{equation}
The depths $D_{AA},D_{AB},D_{BB}$ are $0.010$, $0.009$, $0.008$; the distances $r_{AA},r_{AB},r_{BB}$ are $5.0$, $5.3$, $5.6$. The melt is a free line of atoms under compressive force $P=0.001$, which takes the role of pressure.

The crystal has the same pair forces and rigid spacing $a=5.2$. Neighbouring rows are represented by a site energy $E_i+\frac12K_iq^2$ for displacement $q$, with $K_A=0.020$ and $K_B=0.024$. I choose $T=0.004$ hartree, about $1263$~K, as the melting temperature. Host coexistence then requires $E_A=-0.003178$, and I set $E_B=E_A+0.004$.

\textbf{Q.} A line of atoms has no ordinary melting transition.

\textbf{A.} Correct. The site field makes the crystal a separately defined phase, and coexistence means equal chemical potentials of the two. That is sufficient for partition thermodynamics, though not for interface structure or growth.

For the melt define
\begin{equation}
J_{ij}=\int_0^\infty e^{-[u_{ij}(r)+Pr]/T}\,dr .
\end{equation}
Each gap of the pure melt contributes $J_{AA}/\Lambda_A$ to the partition function, so $\mu_A^0=T\ln(\Lambda_A/J_{AA})$. If $\ell$ is the mean gap, $\rho_l=1/\ell$ and
\begin{equation}
\mu_A^{{\rm ex},l}=T\ln(\ell/J_{AA}).
\end{equation}
Converting one atom changes two gaps, hence $g_l=-2T\ln(J_{AB}/J_{AA})$. In the crystal, neighbouring displacements are coupled; a transfer matrix on a displacement grid supplies the averages, and a numerical $\eta$ integral gives $g_s$. The results are $\ell=6.0648$ bohr and, in hartree,
\begin{align}
g_l&=0.001977,& g_s&=0.006682,\\
\mu_A^{{\rm ex},l}&=0.000352,& \mu_A^{{\rm ex},s}&=-0.000263.
\end{align}
Equation~\eqref{eq:sub} gives
\begin{align}
\mu_B^{{\rm ex},l}&=0.000352+0.001977=0.002329,\\
\mu_B^{{\rm ex},s}&=-0.000263+0.006682=0.006419.
\end{align}
The difference is $0.004090$ hartree, or $0.111$~eV. Thus
\begin{align}
k_c&=e^{-0.004090/0.004}=0.3597,\\
k_x&=\frac{5.2000}{6.0648}\times0.3597=0.3084 .
\end{align}
Equation~\eqref{eq:g} gives the same $k_x$ from $g_s-g_l=0.004705$. The host difference $-0.000263-0.000352=-0.000615$ equals $T\ln(5.2000/6.0648)$, as Eq.~\eqref{eq:host} requires.

\textbf{Q.} You have inserted dilute properties into a dilute formula. What happens if both phases really contain dopant?

\textbf{A.} Add the species of each atom to the transfer matrices, then solve for equal $\mu_A$ and equal $\mu_B$ at a given $x_B^l$. This calculation does not use $g$. Linear extrapolation from $x_B^l=4\times10^{-4}$ and $2\times10^{-4}$ to zero gives $k_x=0.3084$ and $k_c=0.3597$, in agreement with the single-dopant calculation. At $x_B^l=0.05$ the atom-fraction ratio is $0.3098$, so composition matters little over this range in this model.

\textbf{Q.} Does the melting temperature shift consistently?

\textbf{A.} Near $T_m=0.004$, let $\Delta s$ be the host's entropy of fusion in units of Boltzmann's constant. Then $\mu_A^{0,l}-\mu_A^{0,s}\simeq\Delta s(T_m-T)$. Equality of $\mu_A^{0,\alpha}+T\ln(1-x_B^\alpha)$ gives, to first order,
\begin{equation}
\Delta s(T_m-T)=T_m(x_B^l-x_B^s)=T_m(1-k_x)x_B^l .
\end{equation}
With latent heat $\Delta h=T_m\Delta s=0.004865$ hartree per atom,
\begin{equation}
\frac{T_m-T}{x_B^l}=\frac{T_m^2(1-k_x)}{\Delta h}
=\frac{(0.004)^2(0.6916)}{0.004865}=0.00227 .
\end{equation}
The two-phase solution gives the same initial slope, $0.00227$ hartree per unit atom fraction. The dopant lowers the melting temperature because the melt holds more of it than the crystal.

\section{Where the calculation can go wrong}

\textbf{Q.} Show me the cost of the reference errors.

\textbf{A.} With pure-$B$ references, $\gamma_l^\infty=1.0075$, $\gamma_s^\infty=0.6042$ and $\mu_B^{0,l}-\mu_B^{0,s}=-0.006751$ hartree. Their combination is
\begin{equation}
k_x=\frac{1.0075}{0.6042}\,e^{-0.006751/0.004}=0.308 .
\end{equation}
Dropping the exponential would give $1.67$, with the dopant apparently preferring the crystal. Here pure crystal $B$ keeps the host spacing and is metastable relative to pure melt $B$.

At $T=0.0038$, five per cent below melting, $e^{-(g_s-g_l)/T}=0.2984$. The host difference $\mu_A^{0,l}-\mu_A^{0,s}=0.000237$ hartree multiplies this by $e^{0.000237/0.0038}\simeq1.064$, and Eq.~\eqref{eq:off}, evaluated with unrounded inputs, gives $0.3176$.

\textbf{Q.} What about insertion and finite cells?

\textbf{A.} In the crystal, placing $B$ midway between two fixed atoms costs $1.92$ hartree in pair energy, about $480T$. Random insertion there says nothing useful about a substitutional dopant.

In the melt, a gap $r$ has probability density $e^{-[u_{AA}(r)+Pr]/T}/J_{AA}$. Equation~\eqref{eq:insert}, with the new atom at distance $s$ from its left neighbour, becomes
\begin{equation}
\begin{aligned}
e^{-\mu_B^{{\rm ex},l}/T}
&=\frac{1}{\ell J_{AA}}\int_0^\infty\!dr\int_0^r\!ds\,
e^{-[u_{AB}(s)+u_{AB}(r-s)+Pr]/T}\\
&=\frac{J_{AB}^2}{\ell J_{AA}} .
\end{aligned}
\end{equation}
The old bond energy cancels, and $t=r-s$ separates the integrals. This is the same $\mu_B^{{\rm ex},l}$ as conversion gives. Two million random insertions, however, gave $0.002433$ hartree with an estimated standard error of $0.000029$. That is $0.000104$ above the integral value, or about $3.5$ standard errors. For Gaussian errors a deviation this large has a probability below one in a thousand. The identity excludes a difference between the two definitions, so either the sampling is biased or the run is a rare fluctuation. Repeating it with twenty other random seeds decides the matter: the results scatter about the integral value as the standard error predicts, all of them within $2.5$ standard errors. The first run was a rare fluctuation. Used alone, it would raise $k_x$ by $2.6\%$.

For a melt ring held at length $N\ell$, Fourier inversion of the gap distributions gives a conversion energy below $g_l$ by $2.1\times10^{-5}$ hartree at $N=100$ and $2.7\times10^{-6}$ at $N=800$. This follows the $1/N$ law. At $N=100$ it would lower $k_x$ by about $0.5\%$.

\textbf{Q.} How accurate must the electronic energies be?

\textbf{A.} An error $\varepsilon$ in $\mu_B^{{\rm ex},s}-\mu_B^{{\rm ex},l}$ multiplies $k_x$ by $e^{-\varepsilon/T}$, with $T$ and the densities held fixed. At this temperature, $\varepsilon=-0.001$ hartree raises $k_x$ by a factor $1.28$. What counts is the error left after subtraction between phases, so an error common to both does no harm.

\textbf{Q.} And when does a constant $k_x$ itself fail?

\textbf{A.} Suppose $B$ stays neutral in the melt but ionises almost completely in the crystal, releasing one electron. If the dopant supplies nearly all mobile electrons there, and these are dilute, mass action gives $x_B^s\,x_e^s\propto x_B^l$, where $x_e^s$ is the number of mobile electrons per atom. Charge balance sets $x_e^s=x_B^s$, so $x_B^s\propto\sqrt{x_B^l}$ and the ratio depends on concentration. This regime needs a dopant density well above the intrinsic carrier density yet below degeneracy, and at a melting temperature that window can be narrow: in silicon the intrinsic density there is a few times $10^{19}$~cm$^{-3}$, only about an order of magnitude below the conduction-band density of states. If other carriers instead fix $x_e^s$, as thermally generated ones do at low enough doping, proportionality returns, but the excess chemical potential must then include the electron's chemical potential. The neutral-dopant formula covers neither case without that addition.
